\section*{Why well-tempered metadynamics converges to a scaled free energy}

\section{The decision: what to multiply the bias by}

A metadynamics run for a surface step in atomic layer deposition has finished, and a barrier must be read from the accumulated bias $V$. Should it be taken from $-V$, or from $-V$ multiplied by $g/(g-1)$, where $g$ is the bias factor? In the example below the two readings are $0.72$ and $0.80$ eV. At 500 K the first makes the rate too high by a factor of 6.4. The choice rests on the limit
\begin{equation}
V(s)\;\to\;-\Bigl(1-\frac1g\Bigr)F(s)+c ,
\label{claim}
\end{equation}
where $F$ is the free energy along the collective variable $s$. The constant $c$ is the same for all $s$ but keeps growing with the number of hills, so it is the shape of $V$ that converges.

\section{Two sites}

Let $s$ have two values with free energies $F_1,F_2$, and let $\beta=1/k_BT$. A visit to site $i$ raises $V_i$ by
\begin{equation}
h_i=w\,e^{-\kappa V_i},\qquad \kappa=\frac{1}{k_B\Delta T}=\frac{\beta}{g-1},\qquad 1<g<\infty ,
\label{height}
\end{equation}
and leaves the other site alone. If the system equilibrates between hills, site $i$ is visited with probability $p_i\propto e^{-\beta(F_i+V_i)}$. The mean growth per hill is
\begin{equation}
\frac{dV_i}{dn}=p_ih_i\;\propto\; e^{-\beta F_i-bV_i},\qquad
b=\beta+\kappa=\frac{\beta g}{g-1}.
\end{equation}
The difference $V_1-V_2$ stops changing when the two exponents agree:
\begin{equation}
V_1-V_2=-\frac{\beta}{b}(F_1-F_2)=-\Bigl(1-\frac1g\Bigr)(F_1-F_2).
\end{equation}
If $V_1-V_2$ is larger than this, site 1 grows more slowly than site 2 and the difference shrinks; if smaller, it grows. The point is stable.

Two limits show what $g$ does. As $g\to1$ at fixed $w$ and a fixed number of hills, only the first hill at each site keeps a height; both sites end up raised by the same $w$, so the shape of $V$ is flat. As $g\to\infty$ the averaged equation gives $V\to-F+c$, but the hills keep the height $w$. Each one then changes the shape of $V$ by a fixed amount, so a single run cannot converge.

\section{Many sites and hills of finite width}

Now let $s$ take $N$ equally spaced values on a ring. A hill centred at site $j$ adds $h_jG_{ij}$ to $V_i$, where $G$ is a Gaussian of width $\sigma$, summed over its periodic images and scaled to a peak of 1. Four of its properties are used: it is symmetric; $0\le G_{ij}\le G_{ii}=1$; every row has the same sum $S$; and all eigenvalues are positive, because the Fourier transform of a Gaussian is positive. The mean growth is
\begin{equation}
\frac{dV_i}{dn}=\sum_jG_{ij}\,p_jh_j .
\end{equation}
Define the normalized distribution $q_j=e^{-\beta F_j-bV_j}/\sum_l e^{-\beta F_l-bV_l}$. Since $p_jh_j$ is proportional to $q_j$, and its sum over $j$ is the mean height,
\begin{equation}
p_jh_j=wR\,q_j,\qquad R=\sum_jp_je^{-\kappa V_j},\qquad
\frac{dV}{dn}=wR\,Gq .
\label{flow}
\end{equation}
The shape is stationary when $Gq$ is the same at every site. The uniform distribution $u_i=1/N$ achieves this because the row sums are equal, and it is the sole solution because $G$ is invertible. Then $\beta F+bV$ is constant, which is Eq.~(\ref{claim}). On a ring the hill width does not enter the limit.

To see that every starting bias is drawn there, measure the distance from $u$ by
\begin{equation}
D=\sum_iu_i\ln\frac{u_i}{q_i}
=-\ln N+\frac1N\sum_i(\beta F_i+bV_i)+\ln\sum_ie^{-\beta F_i-bV_i}.
\end{equation}
It is never negative, and it is zero when $q=u$ and not otherwise. Its derivative is $\partial D/\partial V_i=b(u_i-q_i)$, so
\begin{equation}
\frac{dD}{dn}=bwR\,(u-q)^{T}Gq=-bwR\,(q-u)^{T}G(q-u)\le0 .
\label{descent}
\end{equation}
The second form follows from $Gq=G(q-u)+Gu$: the vector $Gu$ is constant, and the components of $u-q$ sum to zero.

The factor $R$ falls as the bias grows, but its integral over $n$ is infinite. Since $(Gq)_i\le1$, no $V_i$ grows faster than $wR$. If the integral were finite, $V$ would stay bounded, $R$ would stay above a positive number, and the integral would be infinite after all. So $(q-u)^TG(q-u)$ cannot stay above a positive number, or $D$ would become negative. It comes arbitrarily close to zero, and $D$, which never rises, tends to zero.

Averaged growth was integrated from an empty bias for $10^6$ hills, using the example's free energy. The slope of $V$ against $-F$ was 0.750, 0.900 and 0.950 for $g=4$, 10 and 20, equal to $1-1/g$ at this precision.

\section{From averaged growth to single hills}

A real run lays one hill at a time, at a random site. Assume that each site is drawn independently from the current $p$, and start from $V=0$. Let $E$ denote the mean over the next hill. The proof compares the pull towards $u$ with the disturbance from randomness.

\paragraph{One step.} A hill at $j$ changes $V$ by $\delta_i=h_jG_{ij}$. Along the line $V+\lambda\delta$, the second derivative of $D$ is $b^2$ times the variance of $\delta$ under the current $q$. All $\delta_i$ lie between 0 and $h_j$, so their mean square distance from $h_j/2$, and hence their variance, is at most $h_j^2/4$. Taylor's formula with remainder gives
\begin{equation}
D(V+\delta)\le D(V)+b\,h_j\Bigl[\frac SN-(Gq)_j\Bigr]+\frac{b^2}{8}h_j^2 .
\end{equation}
Average over $j$ with $p_jh_j=wRq_j$. The linear term becomes $bwR(S/N-q^TGq)$. Since $u^TGu=q^TGu=S/N$, this equals $-d$ with $d=bwR(q-u)^TG(q-u)$, the descent of Eq.~(\ref{descent}). Therefore
\begin{equation}
E[\Delta D]\le-d+\frac{b^2}{8}E[h^2].
\label{onestep}
\end{equation}

\paragraph{The disturbances have a finite sum.} A visit to site $j$ changes $e^{\kappa V_j}$ to $e^{\kappa V_j}e^{\kappa h_j}\ge e^{\kappa V_j}(1+\kappa h_j)=e^{\kappa V_j}+\kappa w$. Hills centred elsewhere cannot lower it. After $m$ visits $e^{\kappa V_j}\ge1+\kappa wm$, so the next hill there is no higher than $w/(1+\kappa wm)$, and
\begin{equation}
\sum_nh_n^2\le N\sum_{m=0}^{\infty}\frac{w^2}{(1+\kappa wm)^2}<\infty
\end{equation}
for every possible history. In the example the bound is $0.48$ eV$^2$; the largest sum found in 200 runs of $10^4$ hills was $0.12$ eV$^2$.

\paragraph{The pull does not run out.} If $\sum h_n$ were a finite number $H$, then $V\le H$ everywhere and no hill would be lower than $we^{-\kappa H}$. Infinitely many such hills have an infinite sum, a contradiction. Hence $\sum h_n=\infty$.

\paragraph{Conclusion.} By Eq.~(\ref{onestep}) the quantity
\begin{equation}
M_n=D_n+\sum_{l<n}d_l-\frac{b^2}{8}\sum_{l<n}h_l^2
\end{equation}
does not increase on average, whatever the past: it is a supermartingale. It is also bounded below. Doob's convergence theorem, the one result taken from probability theory, says that it converges with probability one. The last sum converges, so $D_n+\sum d_l$ does too. Its second part never decreases and is bounded, so $\sum d_l<\infty$, and $D_n$ itself has a limit.

The mean of $h_l$ given the past is $wR_l$. The sums of $h_l-wR_l$ form a martingale whose mean square is at most the mean of $\sum h_l^2$. By the same theorem they converge, and therefore $\sum wR_l=\infty$. If $(q-u)^TG(q-u)$ stayed above some positive number from some hill onwards, $\sum d_l$ would diverge. It must therefore come arbitrarily close to zero again and again. As the eigenvalues of $G$ are positive, $q$ approaches $u$ and $D$ approaches zero along those hills. Since $D_n$ has a limit, that limit is zero, which proves Eq.~(\ref{claim}) with probability one.

\section{How fast, and with how much noise}

\paragraph{The constant.} The columns of $G$ also sum to $S$, so the mean bias grows by $wRS/N$ per hill. At the limiting shape, $\beta F+bV=bc$ and $\beta(F+V)=\beta F/g+\beta c$. With $Z_g=\sum_ie^{-\beta F_i/g}$ this gives $R=Ne^{-\kappa c}/Z_g$ and
\begin{equation}
\frac{dc}{dn}=\frac{wS}{Z_g}e^{-\kappa c}
\;\Rightarrow\; e^{\kappa c}=\text{const}+\frac{\kappa wS}{Z_g}n
\;\Rightarrow\;\frac{dc}{dn}\simeq\frac{k_B\Delta T}{n}
\label{clock}
\end{equation}
for large $n$. A tenfold longer run adds $k_B\Delta T\ln10=0.893$ eV in the example; integration from $10^5$ to $10^6$ hills gave $0.892$ eV. A bias that still rises is no sign of failure.

\paragraph{Memory.} Add a small error $v$ of zero mean to the limiting shape. To first order $q_i=(1-bv_i)/N$. Equation~(\ref{flow}) with $wRS/N=k_B\Delta T/n=1/(\kappa n)$ gives
\begin{equation}
\frac{dv}{dn}=-\frac{bwR}{N}Gv=-\frac{b}{\kappa n}\,\frac{G}{S}\,v=-\frac gn\,\frac{G}{S}\,v .
\end{equation}
A wave of wave number $k$ is an eigenvector of $G/S$. When the sites are dense enough to replace the sum by an integral, its eigenvalue is $r_k=e^{-k^2\sigma^2/2}$. The error then decays as
\begin{equation}
v_k\propto n^{-a},\qquad a=g\,e^{-k^2\sigma^2/2}.
\label{memory}
\end{equation}
Long waves are forgotten quickly, while waves shorter than the hills persist. For 14, 16 and 18 waves per period, integration gave exponents of 0.890, 0.425 and 0.184; the formula gives 0.891, 0.425 and 0.184.

\paragraph{Noise.} Near the limit $p_jh_j=wR/N=k_B\Delta T/(Sn)$. Let $y_c$ and $y_s$ be the projections $(\sqrt2/N)\sum_iv_i\cos kx_i$ and the same with the sine. One hill at $j$ changes them by $\sqrt2\,h_jSr_k/N$ times $\cos kx_j$ or $\sin kx_j$. The mean of this random kick is zero. Its mean square, summed over both, is
\begin{equation}
\frac{2S^2r_k^2}{N^2}\sum_jp_jh_j^2=\frac{2(k_B\Delta T)^2r_k^2Q}{n^2},\qquad
Q=\frac1{N^2}\sum_j\frac1{p_j},
\end{equation}
with $p_j\propto e^{-\beta F_j/g}$. The variance $A_n$ of the pair obeys $A_{n+1}=(1-a/n)^2A_n+B/n^2$, where $B/n^2$ is the expression above. Inserting $A_n=K/n$ and comparing terms of order $n^{-2}$ gives $-K=-2aK+B$, so
\begin{equation}
A_n=\frac{2(k_B\Delta T)^2r_k^2Q}{(2a-1)\,n},\qquad a>\tfrac12 .
\label{noise}
\end{equation}
For $a<\frac12$ the memory of early errors, with variance $n^{-2a}$, outlasts this $1/n$ noise. The border lies at the wavelength $2\pi\sigma/\sqrt{2\ln2g}$, which is $2.6\sigma$ for $g=10$. Features of $F$ much finer than this are learned very slowly, because $a$ is then close to zero.

Equation~(\ref{noise}) has a limit that can be checked by hand. The estimate of $F$ is $-Vg/(g-1)$, so its variance for long waves ($r_k\simeq1$) is
\begin{equation}
\Bigl(\frac{g}{g-1}\Bigr)^2A_n=\frac{2g^2(k_BT)^2Q}{(2g-1)n}\;\xrightarrow{\;g\to1\;}\;\frac{2(k_BT)^2Q}{n}.
\end{equation}
Here $n$ is taken large first and $g\to1$ afterwards. At fixed $w$ the first hill at a site raises $e^{\kappa V}$ to $e^{\kappa w}$, so the formula applies only after many more than $e^{\kappa w}/(\kappa w)$ visits per site, a number that grows without bound as $g\to1$ unless $w$ shrinks with $k_B\Delta T$. In that order of limits this is the error of an unbiased histogram. There $\delta F_j=-k_BT\,\delta p_j/p_j$ has variance $(k_BT)^2(1/p_j-1)/n$ and covariance $-(k_BT)^2/n$ between sites. The constant $-1$ drops out of every wave, and the rest gives the same expression. At $g=1$, however, $Q$ contains $e^{\beta F}$ and is huge when barriers are high. For large $g$, $Q$ tends to 1 and the variance grows as $g(k_BT)^2/n$. This holds only once the hills have been tempered, $\kappa wSn/Z_g\gg1$ in Eq.~(\ref{clock}), which for large $g$ means $n\gg gNk_BT/(wS)$, about $34g$ hills in the example below. At fixed $n$ and still larger $g$ the hills keep the height $w$: a long wave then decays at the rate $\beta wS/N$ per hill and receives kicks of mean square $2w^2S^2/N^2$, so its variance levels off near $wSk_BT/N$, about $(7\ \text{meV})^2$ in the example. At a fixed number of independent hills, a moderate $g$ avoids both the large $Q$ and this larger noise.

\section{A fragment on an oxide row}

Take the migration of an aluminium-methyl fragment along a row of a hydroxylated oxide at 500 K, where $k_BT=0.0431$ eV. The model free energy, with $\theta=2\pi x/(0.6\ \text{nm})$, is
\begin{equation}
F=0.35\,(1-\cos2\theta)+0.10\,(1-\cos\theta)\quad\text{eV}.
\end{equation}
Its second site lies at 0.20 eV and its barrier, taken at the highest of the grid points used below, is 0.803 eV, or $18.6\,k_BT$. Choose $N=60$, $\sigma=0.015$ nm, $w=0.02$ eV and $g=10$, so that $k_B\Delta T=9\times0.0431=0.388$ eV.

At the limit $F+V=F/g+c$. The walker feels a barrier of $0.080$ eV, or $1.9\,k_BT$. Without bias the waiting time, estimated as $(h/k_BT)e^{18.63}$ with $h$ here Planck's constant, is of the order of 10 $\mu$s.

For one wave per period $r_k=0.988$, $a=9.88$ and $Q=1.411$. After $10^4$ hills Eq.~(\ref{noise}) gives
\begin{equation}
\sqrt{\frac{2(0.388)^2(0.988)^2(1.411)}{(18.8)(10^4)}}\ \text{eV}\simeq1.5\ \text{meV},
\end{equation}
and 200 runs gave 1.4 meV. Averaged over one to six waves per period, the variance found was 0.95 of the leading-order value. The barrier recovered with the factor $g/(g-1)$ was 0.802 eV on average, with a scatter of 0.007 eV per run.

These runs drew independent sites. They were repeated with a walker that makes five Metropolis trial moves, each of up to five sites, between hills. The root-mean-square error of the bias shape after $10^4$ hills rose from 4.2 to 6.2 meV, and the mean recovered barrier was again 0.802 eV. The proof above does not cover correlated sites, but in this case the numbers agree with the same limit, with more noise. The full numerical output follows the text.

\section{Where the result fails}

\paragraph{Walls.} If $s$ ends at a wall, part of a hill near it is cut off. The row sums are then unequal, and $q=u$ no longer makes the growth uniform. With the same free energy between two walls, plain hills left a largest error of 160 meV in the bias shape after $10^6$ averaged hills. This error lies beside the walls and is still growing at that point. Uniform growth would require negative values of $q$ at some sites, so no stationary shape exists and a longer run does not cure the error. Adding the mirror image of each hill in both walls restores equal row sums, and the error fell below 0.001 meV. Here $F$ is flat at the walls. A slope there puts a kink in the mirrored profile, hence short waves, which Eq.~(\ref{memory}) says fade slowly.

\paragraph{The real surface.} The period and the coefficients of $F$ are round values chosen for illustration, not computed for a particular oxide. At one hill per picosecond, $10^4$ hills take 10 ns. A fragment of 42 atomic mass units has a thermal speed $\sqrt{k_BT/m}$ of about 0.3 nm/ps, so it does not usually cross the whole period between hills, and successive sites are correlated. A slow coordinate left out of $s$ can be more serious: with the prefactor $k_BT/h$ used above, a hidden barrier of about 0.50 eV is crossed roughly once in 10 ns, and with much higher ones the run usually describes one hidden state. An assumed error of 0.1 eV in the underlying energies changes the rate tenfold, far more than the statistical scatter. Smaller effects are tunnelling, for which the Wigner factor with the curvature of $F$ is 1.003 for the fragment (1.14 for a proton on the same profile), and temperature: an entropy change of $1\,k_B$ shifts the barrier by 4 meV over 50 K.

\section*{Computed values}
\begin{verbatim}
temperature 500 K, kT 0.04309 eV, bias factor 10
period 0.6 nm, sites 60, spacing 0.010 nm
hill width 0.015 nm, first hill height 0.02 eV
kDeltaT = (g-1)kT: 0.3878 eV; b: 25.788 per eV
kernel row sum 3.7599, least eigenvalue 1.13e-04
barrier 0.8028 eV = 18.63 kT, at x = 0.16 nm
free energy of second site 0.200 eV
residual barrier F/g 0.0803 eV = 1.86 kT
averaged growth, 1e+03 hills: max error 1.4699 meV, D 8.755e-05
averaged growth, 1e+04 hills: max error 0.0012 meV, D 6.228e-11
averaged growth, 1e+05 hills: max error 0.0006 meV, D 1.244e-11
averaged growth, 1e+06 hills: max error 0.0004 meV, D 4.853e-12
other starting bias, 1e6 hills: max error 0.0163 meV
g = 4: slope of V against -F 0.75000, 1-1/g 0.75000
g = 10: slope of V against -F 0.90000, 1-1/g 0.90000
g = 20: slope of V against -F 0.95000, 1-1/g 0.95000
mean bias gain, 1e5 to 1e6 hills: 0.8918 eV
kDeltaT ln 10: 0.8929 eV
wave 14: decay exponent found 0.8905, predicted 0.8909
wave 16: decay exponent found 0.4248, predicted 0.4250
wave 18: decay exponent found 0.1836, predicted 0.1837
runs 200, hills per run 10000, walker moves per hill 5
independent: rms error 8.76 meV at 2000 hills, 4.16 meV at 10000
correlated: rms error 12.93 meV at 2000 hills, 6.21 meV at 10000
max error of run-averaged bias: independent 1.04 meV, correlated 1.15 meV
largest sum of squared heights: independent 0.1192 eV^2, correlated 0.1193 eV^2
bound on that sum: 0.4775 eV^2
noise factor Q 1.4107
wave 1: noise found 1.421 meV, predicted 1.486 meV
wave 3: noise found 1.338 meV, predicted 1.418 meV
wave 6: noise found 1.187 meV, predicted 1.215 meV
noise variance, found/predicted, mean of waves 1-6: 0.948
recovered barrier, independent: 0.8020 eV, scatter per run 0.0071 eV
recovered barrier, correlated: 0.8018 eV, scatter per run 0.0105 eV
barrier if g/(g-1) is forgotten: 0.7225 eV, rate too high by factor 6.44
wall, 1e6 hills: plain hills, max error 160.06 meV
wall, 1e6 hills: mirrored hills, max error 0.0003 meV
unbiased waiting time, (h/kT)exp(barrier/kT): 11.86 us
run length at 1 ps per hill: 10 ns
hidden barrier crossed about once in that run: 0.498 eV
barrier-top curvature 151.3 eV/nm^2
Wigner tunnelling factor: 42 u fragment 1.0034, 1 u proton 1.142
barrier shift for 50 K and entropy change of 1 k: 4.31 meV
rate factor for a 0.1 eV energy error: 10.18
\end{verbatim}
